Phonon-assisted interband tunnelling: the F^(5/2) law and its phonon thresholds, part 1

(Sections cited here and not found follow in the second part.)

PART I. THE RATE IN A UNIFORM FIELD

In a model semiconductor with an indirect gap of 1.1 eV, in a field of 1 MV/cm at 300 K, electrons tunnel from the valence to the conduction band with the help of 60 meV phonons. Emission of such a phonon contributes 5.85×10¹⁶ events per cm³ and second, absorption 5.98×10¹⁷. Absorption is ten times faster, although its statistical weight is the phonon number N = 0.109 and that of emission is N + 1 = 1.109. The model has three further phonon branches, at 20, 40 and 50 meV, and in every one of the four the two processes become equally fast at the same temperature, 149.9 K. The theorem below accounts for both facts.

Setting and assumptions

Hartree atomic units are used, so ħ, the electron mass and the elementary charge are 1. The temperature enters as the energy kT. A constant force F > 0 acts on the electrons along +x, so both band edges fall with x.

(A1) Near its top, the valence band has the energy −Fx − Σ p_i²/(2m_iv), with i = x, y, z. The conduction band has valleys at other wave vectors, each with energy E_g − Fx + Σ p_i²/(2m_ic), and the field lies along a principal axis of each valley. The momenta p_i are counted from the band extrema.

(A2) The wave vectors of the extrema differ, and the field alone is taken not to connect the two bands. Phonons connect them, in lowest order.

(A3) For each phonon branch, the frequency ω and the interband deformation potential D (energy per displacement) are constant and nonzero for phonons near the wave vector that separates the extrema. Spin is conserved.

(A4) For the rate in a uniform field, the valence band is full and the conduction band is empty.

Let ρ be the mass density, N = 1/(exp(ω/kT) − 1) the phonon number, μ = m_xc m_xv/(m_xc + m_xv) the reduced mass along the field, and d = √(m_x m_y m_z) for each band. Let Ai be the Airy function, which solves Ai″(z) = z Ai(z) and decays for z → +∞, and define

Ai₃(z) = ½ ∫₀^∞ u² Ai(z + u) du.

Theorem. (a) Under A1 to A4 the number of tunnelling events per volume and time is

G = Σ_branches (2πD²/ρω) Σ_valleys [(N + 1) J(E_g + ω) + N J(E_g − ω)],   (1)

J(Δ) = (d_c d_v/8π³) θ² Ai₃(Δ/θ),   θ³ = F²/(8μ).   (2)

(b) For Δ > 0 and weak field,

J(Δ) = [d_c d_v/(16π^(7/2))] (8μ)^(−5/4) Δ^(−7/4) F^(5/2) exp(−ζ) [1 − 185/(72ζ) + …],   ζ = 4√(2μ) Δ^(3/2)/(3F).   (3)

(c) For a direct gap in the isotropic two-band model of Part II the rate is proportional to F² exp(−const/F).

(d) In a degenerate junction with fixed field, as T → 0, each phonon branch opens a conduction channel at the bias |eV| = ω. The height of the conductance step is set by J(E_g + ω) in reverse bias and by J(E_g − ω) in forward bias.

Four phonon branches therefore give eight channels in (1), four of emission and four of absorption. As T → 0 at fixed field, N vanishes and the four emission channels remain. It is not enough that kT lie far below ω, because J(E_g − ω) exceeds J(E_g + ω): absorption is negligible only well below the temperature at which the two processes are equally fast, which Part II finds and which is nearly proportional to the field, so that it is lower in a weaker field. The emission channels are thresholds in bias, not in field: in a uniform field with bands as in A4, G has no threshold.

Lemma 1 (golden rule). Equation (1) holds with

J(Δ) = ∫ ds R_v(s) R_c(Δ − s),   (4)

where R(s) is the local density of states of a band, per spin and volume, at a point where the energy lies inside the gap at the distance s from that band's edge.

Proof. A branch displaces the crystal by u(r) = Σ_q Q_q e^{iq·r}/√(ρV), where V is the volume and the factor 1/√(ρV) makes the Q_q oscillator coordinates of unit mass. Hence Q_q = (a_q + a†_−q)/√(2ω), and the squared matrix element of the perturbation D u for emitting one phonon is

D² (N + 1)/(2ρωV) × |∫ φ_c* e^{−iq·r} φ_v d³r|².

For absorption N + 1 is replaced by N. The functions φ are envelopes. The rapidly varying Bloch factors are contained in D, and q is counted from the wave vector that joins the extrema. Since D and ω do not depend on q, the sum over q acts on the overlap integral alone. With (1/V) Σ_q e^{iq·(r−r′)} = δ(r − r′) it gives

Σ_q |∫ φ_c* e^{−iq·r} φ_v d³r|² = V ∫ |φ_c|² |φ_v|² d³r.

The golden rule multiplies this by 2π δ(E_v − E_c − ω). Summing over all initial and final states turns each |φ|² into a local density of states. Two spin directions give a factor 2, so the emission rate per volume is

2 × 2π × [D²/(2ρω)] (N + 1) ∫ dE ρ_v(x, E) ρ_c(x, E − ω),

and the numerical factors combine to 2πD²/(ρω). At the point x the valence edge is −Fx, so an electron of energy E is at the distance s = E + Fx above it. After emission it is at the distance E_g − Fx − (E − ω) = E_g + ω − s below the conduction edge. The integral is therefore (4) with Δ = E_g + ω, whatever the value of x. In absorption the final energy is E + ω, and Δ = E_g − ω. ∎

The emitting electron ends lower in energy, and the conduction band reaches that energy farther along x. It must cross the distance (E_g + ω)/F, while the absorbing electron crosses (E_g − ω)/F. Extending the q sum over all wave vectors is legitimate if the phonons taking part lie in a small region, which Part II confirms.

Lemma 2 (density of states in the field). With ϑ³ = F²/(2m_x) and z = s/ϑ,

R(s) = [√(m_y m_z)/(2π)] (F/ϑ) [Ai′(z)² − z Ai(z)²].   (5)

Proof. Consider first zero transverse momentum. In the conduction band −φ″/(2m_x) + (E_g − Fx)φ = Eφ, that is φ″ = 2m_x s φ with s = E_g − Fx − E. In the valence band the kinetic energy has the opposite sign, and the result is again φ″ = 2m_x s φ, now with s = E + Fx. Since |ds/dx| = F, the equation becomes d²φ/dz² = (2m_x ϑ³/F²) z φ = zφ. The decaying solution is φ = C Ai(z).

To normalize in energy, use Ai(ξ) = (1/2π) ∫ dk exp(ik³/3 + ikξ). In ∫ Ai(ξ − a) Ai(ξ − b) dξ, the integral over ξ forces the two k values to be opposite, the cubic phases cancel, and δ(a − b) remains. With |dx| = ϑ dz/F the norm is C² (ϑ/F) δ((E − E′)/ϑ) = C² (ϑ²/F) δ(E − E′), so C² = F/ϑ².

A transverse kinetic energy η = p_y²/(2m_y) + p_z²/(2m_z) moves the electron deeper into the gap at fixed total energy, so s becomes s + η in both bands. Scaling p_i = √(2m_i) w_i turns dp_y dp_z/(4π²) into 2√(m_y m_z) π dη/(4π²) = √(m_y m_z) dη/(2π). Therefore

R(s) = [√(m_y m_z)/(2π)] (F/ϑ²) ∫₀^∞ dη Ai²((s + η)/ϑ).   (6)

The derivative of Ai′² − zAi² is 2zAiAi′ − Ai² − 2zAiAi′ = −Ai², and the expression vanishes at infinity. It therefore equals ∫_z^∞ Ai². The substitution dη = ϑ dz gives (5). ∎

Lemma 3 (exponential transform). For β > 0,

∫ ds e^{βs} R(s) = d (2πβ)^(−3/2) exp[β³F²/(24m_x)].   (7)

Proof. The integral converges, because R decays faster than any exponential for s → +∞ and grows like √|s| for s → −∞. First find g(p) = ∫ e^{pz} Ai²(z) dz. The function w = Ai² has w′ = 2AiAi′ and w″ = 2Ai′² + 2zw, hence w‴ = 4zAiAi′ + 2w + 2zw′ = 4zw′ + 2w. Multiply by e^{pz} and integrate by parts. The left side gives −p³g. On the right, 4∫e^{pz}zw′ = −4∫(1 + pz)e^{pz}w = −4g − 4pg′. Thus −p³g = −4g − 4pg′ + 2g, or

g′/g = p²/4 − 1/(2p),   g = C₀ p^(−1/2) exp(p³/12).

For p → 0 the far negative axis dominates. There Ai² averages to 1/(2π√|z|), so g → (1/2π)√(π/p) and C₀ = 1/(2√π).

Apply this to (6). Shifting s by η gives a factor e^{−βη}, whose integral is 1/β, and the integral over s gives ϑ g(βϑ). The transform is

[√(m_y m_z)/(2π)] (F/ϑ²) (1/β) ϑ exp(β³ϑ³/12)/(2√(πβϑ)).

Since ϑ^(3/2) = F/√(2m_x), the field cancels from the prefactor. What remains is √2 d/(4π^(3/2) β^(3/2)) = d/(2πβ)^(3/2), and ϑ³/12 = F²/(24m_x). ∎

Equation (7) is the electron's propagator in imaginary time β, returning to its starting point. A test by diagonalization on a grid confirmed its one-dimensional form to within 0.1 percent.

Proof of part (a). By (4), J is a convolution, so its transform is the product of two factors (7):

∫ dΔ e^{βΔ} J(Δ) = [d_c d_v/(2πβ)³] exp[(β³F²/24)(1/m_xc + 1/m_xv)] = [d_c d_v/(8π³β³)] exp(β³θ³/3).   (8)

The last step uses F²/(24μ) = θ³/3. To identify the function, let h(p) = ∫ e^{pz} Ai(z) dz. Transforming Ai″ = zAi gives p²h = h′, and ∫Ai = 1 gives h(0) = 1, so h = exp(p³/3). The definition of Ai₃ adds the factor ½∫₀^∞ u² e^{−pu} du = 1/p³. Hence

∫ dΔ e^{βΔ} θ² Ai₃(Δ/θ) = θ³ (βθ)^(−3) exp(β³θ³/3) = β^(−3) exp(β³θ³/3).

Both sides of (2) thus have the same transform for every β > 0. Since both functions are continuous, they are equal. ∎

Direct quadrature of the product of two densities (5) along x agreed with (2) to one part in 10⁶, for final energies corresponding to both emission and absorption.

Remark (field-free limit). If the bands overlap in energy, Δ < 0, and transitions need no tunnelling. Then Ai₃(z) = ½∫_z^∞ (v − z)² Ai(v) dv with z → −∞. The expansion h = 1 + p³/3 + … shows that the first and second moments of Ai vanish, so Ai₃ → z²/2 and J → d_c d_v Δ²/(16π³). Free bands have R = d√(2|s|)/(2π²). Their convolution contains ∫₀¹ √(e(1 − e)) de = π/8 and equals d_c d_v Δ² × 2/(4π⁴) × π/8, which is the same value. This checks the normalization of (2) without any reference to tunnelling.

Proof of part (b). Here z = Δ/θ is large. Put Ai = f exp(−χ)/(2√π) with χ = (2/3)z^(3/2). The Airy equation becomes

f″ − 2√z f′ − f/(2√z) = 0.

The trial form f = z^(−1/4)(1 − a z^(−3/2) + …) satisfies it in leading order. The terms in z^(−9/4) are 5/16 from f″, −7a/2 from the second term and +a/2 from the third. Their sum vanishes for a = 5/48.

Ai₃ is the threefold repeated integral of Ai from z to infinity, because each differentiation of ½(v − z)² lowers its power by one. Suppose one integration leads to z^(−p) e^{−χ}(1 − b z^(−3/2)). Its negative derivative is

z^(−p+1/2) e^{−χ} [1 − (b − p) z^(−3/2) + …].

So each integration lowers the power of z by ½ and raises the correction coefficient by the new p. Starting from p = 1/4, the three new values are 3/4, 5/4 and 7/4. The coefficient becomes 5/48 + 15/4 = 185/48, and

Ai₃(z) = e^{−χ}/(2√π z^(7/4)) × [1 − (185/48) z^(−3/2) + …].

With z = Δ/θ, χ = (2/3)Δ^(3/2)√(8μ)/F, which is ζ in (3), and z^(−3/2) = 2/(3ζ), so the correction is 185/(72ζ). The prefactor contains θ² θ^(7/4) = θ^(15/4) = (F²/8μ)^(5/4) = F^(5/2)(8μ)^(−5/4). The constants 8π³ and 2√π multiply to 16π^(7/2). This is (3). ∎

Remark (the power at finite field). Once the exponential is divided out, the local power of the field is

d ln J/d ln F − ζ = 5/2 − 185/(72ζ) + ….   (9)

The subtraction is needed because −ζ itself varies as −1/F and contributes +ζ to the derivative. The number 5/2 is thus a weak-field limit. In the model of the opening, the 20 meV emission channel of the dominant valleys has ζ = 28.05 at 1 MV/cm. The correction in (9) is 185/(72 × 28.05) = 0.092, which predicts 2.408. The full function gives 2.420, and the difference belongs to higher orders. At 2 MV/cm the power is 2.358, at 0.5 MV/cm it is 2.457. Relative to the full J, the leading form is too large at 1 MV/cm by 1/0.918 − 1, or 9 percent.

PART II. ORIGIN OF THE POWER, DIRECT GAP AND THRESHOLDS

The symbols are those of Part I. F is the force along x, E_g the gap, ω the phonon energy, N the phonon number, D the deformation potential, ρ the mass density and μ the reduced mass along the field. The rate for one branch is 2πD²/(ρω) times the sum over valleys of (N + 1)J(E_g + ω) + N J(E_g − ω). The function J(Δ) is the convolution of the local densities of states R_v(s) and R_c(Δ − s), where s is the distance in energy from the band edge. In weak field J is proportional to F^(5/2) Δ^(−7/4) exp(−ζ), with ζ = 4√(2μ) Δ^(3/2)/(3F).

Lemma 4 (where the phonon acts). In weak field, J comes from the neighbourhood of the point where the two envelopes have the same decay constant κ = √(2μΔ). The phonon wave vector, counted from the one that joins the extrema, has the mean squares

⟨q_i²⟩ = (m_ic + m_iv) F/(2κ),   i = x, y, z.   (10)

Proof. For large z, Ai² ≈ exp(−4z^(3/2)/3)/(4π√z), and the exponent has the slope 2√z. Hence ∫_z^∞ Ai² ≈ exp(−4z^(3/2)/3)/(8πz), and (5) becomes

R(s) ≈ √(m_y m_z) F/(16π²s) × exp(−S),   S = 4√(2m_x) s^(3/2)/(3F).   (11)

The slope of S is 2√(2m_x s)/F. The total exponent S_c + S_v at fixed s_c + s_v = Δ is least where the slopes agree, m_xc s_c = m_xv s_v. With M = m_xc + m_xv this gives s_c = Δm_xv/M and s_v = Δm_xc/M, and in both bands √(2m_x s) = √(2μΔ) = κ. The minimum value is

(4√2/3F) Δ^(3/2) [√m_xc m_xv^(3/2) + √m_xv m_xc^(3/2)]/M^(3/2) = (4√2/3F) Δ^(3/2) √μ = ζ.

The second derivative of S is √(2m_x)/(F√s) = 2m_x/(Fκ). The sum for the two bands is 2M/(Fκ), so the product of the densities is a Gaussian in s with variance σ² = Fκ/(2M).

Since |ds| = F|dx|, the variance in position is σ²/F² = κ/(2MF). This refers to the squared product of the envelopes. The Fourier transform of a Gaussian amplitude with squared-modulus variance X has a squared modulus of variance 1/(4X), here MF/(2κ). That is (10) for i = x. There is no shift of the mean, because one envelope decays and the other grows at the same rate.

Across the field, a transverse energy η weights each band by exp(−2κη/F). Its mean is F/(2κ), shared equally by the two directions, so ⟨p_y²⟩/(2m_y) = F/(4κ) and ⟨p_y²⟩ = m_y F/(2κ). The phonon carries the difference of the two independent transverse momenta, so the mean squares add. The same holds for z. ∎

The rate formula and its weak-field form, parts (a) and (b) of the theorem, are now derived, and Lemma 4 gives the spread of the phonon wave vectors. It remains to check in the model that this spread is small, to explain the power 5/2 and the balance of emission and absorption, and to prove parts (c) and (d), on the direct gap and the junction thresholds.

All numerical values are calculated from the stated model.
